# Elastic lepton scattering from a point Dirac particle at lowest order: a numerical check

```python
# Tree-level scattering of a lepton (mass m, energy E, momentum k) on a point
# spin-1/2 target (mass M > m, unit charge) at rest; hbar = c = 1, energies in MeV.
# Result under test, for m -> 0, s = sin(th/2), c = cos(th/2):
#   dsigma/dOmega = alpha^2/(4 E^2 s^4) (E'/E) [c^2 + Q^2 s^2/(2 M^2)],
#   E'/E = 1/(1 + 2 E s^2/M),  Q^2 = 4 E E' s^2,
# also the formula with m kept, and its M -> infinity limit, the Mott cross section
#   alpha^2 (1 - beta^2 s^2)/(4 k^2 beta^2 s^4).
# k, kp: lepton four-momenta; P, Pp: target; kappa: anomalous moment; tau = Q^2/(4M^2).
# Definition side: explicit spinors, root-found recoil, smeared energy delta.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.integrate import quad

alpha = sc.alpha
e2 = 4*np.pi*alpha
me, mmu, mpr = (sc.physical_constants[n + ' mass energy equivalent in MeV'][0]
                for n in ('electron', 'muon', 'proton'))
hbarc = sc.hbar*sc.c/(sc.e*1e6)*1e15      # MeV fm
to_ub = hbarc**2*1e4                      # 1 fm^2 = 1e4 microbarn
g = np.diag([1., -1, -1, -1])
pauli = [np.array(a, complex) for a in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
I2, Z2 = np.eye(2), np.zeros((2, 2))
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + [np.block([[Z2, a], [-a, Z2]]) for a in pauli]
dot = lambda a, b: a @ g @ b
close = lambda a, b, tol: np.max(np.abs(a - b)) <= tol*np.max(np.abs(b))

def spinor(p, mass, chi):
    n = np.sqrt(p[0] + mass)
    return np.concatenate([n*chi, sum(p[i+1]*pauli[i] for i in range(3)) @ chi/n])

def sigma_q(q):                            # i sigma^{mu nu} q_nu
    ql = g @ q
    return [sum(-0.5*(gam[a] @ gam[b] - gam[b] @ gam[a])*ql[b] for b in range(4)) for a in range(4)]

def current(p, pp, mass, vertex, out_basis=I2):   # J[s', s, mu], initial spin along z
    return np.array([[[spinor(pp, mass, b).conj() @ gam[0] @ v @ spinor(p, mass, a)
                       for v in vertex] for a in I2] for b in out_basis])

tensor = lambda J: 0.5*np.einsum('abm,abn->mn', J, J.conj())
def target_vertex(P, Pp, M, kappa):
    return [a + kappa*b/(2*M) for a, b in zip(gam, sigma_q(Pp - P))]

def energy_gap(x, E, m, M, th):
    k = np.sqrt(E*E - m*m)
    r2 = k*k + x*x - 2*k*x*np.cos(th)
    return E - np.sqrt(x*x + m*m) - r2/(np.sqrt(r2 + M*M) + M)

def lab_momenta(E, m, M, th):
    k = np.sqrt(E*E - m*m)
    x = brentq(energy_gap, 0, k, args=(E, m, M, th), xtol=1e-13, rtol=1e-15)
    kv, P = np.array([E, 0, 0, k]), np.array([M, 0, 0, 0.])
    kp = np.array([np.sqrt(x*x + m*m), x*np.sin(th), 0, x*np.cos(th)])
    return kv, kp, P, P + kv - kp

def amp2_spinors(k, kp, P, Pp, m, M, kappa=0.0, scalar=False):
    J, Q2 = current(k, kp, m, gam), -dot(k - kp, k - kp)
    if scalar:
        return 0.5*np.sum(abs(J @ g @ (P + Pp))**2)*e2**2/Q2**2
    A = np.einsum('abm,mn,cdn->abcd', J, g, current(P, Pp, M, target_vertex(P, Pp, M, kappa)))
    return 0.25*np.sum(abs(A)**2)*e2**2/Q2**2

nodes, weights = np.polynomial.legendre.leggauss(400)
def phase_smeared(E, m, M, th, x0, eps=0.01):     # bias of order (eps/E)^2
    x, k = x0 + 30*eps*nodes, np.sqrt(E*E - m*m)
    EP = np.sqrt(M*M + k*k + x*x - 2*k*x*np.cos(th))
    delta = np.exp(-0.5*(energy_gap(x, E, m, M, th)/eps)**2)/(eps*np.sqrt(2*np.pi))
    return 30*eps*np.sum(weights*delta*x*x/(np.sqrt(x*x + m*m)*EP))/(16*np.pi**2)

def sigma_definition(E, m, M, th, **opt):
    k, kp, P, Pp = lab_momenta(E, m, M, th)
    flux = 4*np.sqrt(dot(k, P)**2 - (m*M)**2)
    return amp2_spinors(k, kp, P, Pp, m, M, **opt)*phase_smeared(E, m, M, th, np.linalg.norm(kp[1:]))/flux

def kp_formula(E, m, M, th):
    k = np.sqrt(E*E - m*m)
    return k*((m*m + E*M)*np.cos(th) + (E + M)*np.sqrt(M*M - (m*np.sin(th))**2))/((E + M)**2 - (k*np.cos(th))**2)

def sigma_massive(E, m, M, th):
    k, x = np.sqrt(E*E - m*m), kp_formula(E, m, M, th)
    Ep = np.sqrt(x*x + m*m)
    Q2 = 2*M*(E - Ep)
    a2 = e2**2/Q2**2*(16*M*M*(E*Ep - Q2/4) + 2*Q2*(Q2 - 2*m*m))
    return a2*x*x/(64*np.pi**2*M*k*(x*(E + M) - Ep*k*np.cos(th)))

def massless_parts(E, M, th):   # prefactor, recoil, c^2, magnetic term, Q^2
    s2 = np.sin(th/2)**2
    r = 1/(1 + 2*E*s2/M)
    Q2 = 4*E*E*r*s2
    return alpha**2/(4*E*E*s2**2), r, np.cos(th/2)**2, Q2*s2/(2*M*M), Q2

def sigma_massless(E, M, th):
    a, r, c2, mag, _ = massless_parts(E, M, th)
    return a*r*(c2 + mag)

def mott(E, m, th):
    k2, s2 = E*E - m*m, np.sin(th/2)**2
    b2 = k2/E**2
    return alpha**2*(1 - b2*s2)/(4*k2*b2*s2**2)

# tensors, Gordon identity, kinematics, cross section with mass, centre-of-mass road
for E, m, M, th in [(200, me, mmu, 1.0), (90, 50, 110, 2.4), (300, 80, 100, 0.5), (150, 0, 60, 2.9)]:
    k, kp, P, Pp = lab_momenta(E, m, M, th)
    q = k - kp
    Q2, S = -dot(q, q), P + Pp
    tau, trans = Q2/(4*M*M), -g - np.outer(q, q)/Q2
    L = tensor(current(k, kp, m, gam))
    assert close(L, 2*(np.outer(k, kp) + np.outer(kp, k) - g*Q2/2), 1e-10)
    assert np.max(abs(L @ g @ q)) < 1e-10*E**3
    sq = sigma_q(q)
    assert close(current(P, Pp, M, gam), current(P, Pp, M, [(S[a]*np.eye(4) + sq[a])/(2*M) for a in range(4)]), 1e-10)
    for kap in (0.0, 0.7, -1.0):
        H = tensor(current(P, Pp, M, target_vertex(P, Pp, M, kap)))
        GE, GM = 1 - kap*tau, 1 + kap
        assert close(H, np.outer(S, S)*(GE**2 + tau*GM**2)/(1 + tau) + GM**2*Q2*trans, 1e-10)
    assert close(Q2, 2*M*(E - kp[0]), 1e-10)
    assert close(kp_formula(E, m, M, th), np.linalg.norm(kp[1:]), 1e-10)
    assert close(sigma_definition(E, m, M, th), sigma_massive(E, m, M, th), 1e-6)
    W = np.sqrt(dot(k + P, k + P))
    ps = k[3]*M/W
    El, Et = np.hypot(ps, m), np.hypot(ps, M)
    def lab_cos(cs):
        pz = ((E + M)*ps*cs + k[3]*El)/W
        return pz/np.sqrt(pz*pz + ps*ps*(1 - cs*cs))
    cs, h = np.cos(th), 1e-5
    n = np.array([np.sin(th), 0, cs])*ps
    a2cm = amp2_spinors(np.array([El, 0, 0, ps]), np.r_[El, n], np.array([Et, 0, 0, -ps]), np.r_[Et, -n], m, M)
    boosted = a2cm/(64*np.pi**2*W*W)*2*h/(lab_cos(cs + h) - lab_cos(cs - h))
    assert close(boosted, sigma_massive(E, m, M, np.arccos(lab_cos(cs))), 1e-6)

# massless formula, scalar target, helicity conservation
E0, th0 = 200.0, np.pi/3
for th in (0.3, th0, 2.0, 2.8):
    a, r, c2, mag, _ = massless_parts(E0, mmu, th)
    k, kp, P, Pp = lab_momenta(E0, 0, mmu, th)
    assert close(kp[0]/E0, r, 1e-11)
    assert close(phase_smeared(E0, 0, mmu, th, kp[0])/(4*mmu*E0), r*r/(64*np.pi**2*mmu**2), 1e-6)
    assert close(sigma_definition(E0, 0, mmu, th), sigma_massless(E0, mmu, th), 1e-6)
    assert close(sigma_definition(E0, 0, mmu, th, scalar=True), a*r*c2, 1e-6)
    hel = np.array([[np.cos(th/2), np.sin(th/2)], [-np.sin(th/2), np.cos(th/2)]])
    J = current(k, kp, 0, gam, hel)
    assert np.max(abs(J[0, 1])) + np.max(abs(J[1, 0])) < 1e-11*E0
    assert close(abs(J[0, 0, 0]), 2*np.sqrt(E0*kp[0])*np.cos(th/2), 1e-11)
# backward: only target spin flip, scaling (1+kappa)^2
k, kp, P, Pp = lab_momenta(E0, 0, mmu, np.pi)
A = abs(np.einsum('abm,mn,cdn->abcd', current(k, kp, 0, gam), g, current(P, Pp, mmu, gam)))**2
assert A[:, :, 0, 0].sum() + A[:, :, 1, 1].sum() < 1e-20*A.sum()
back = sigma_definition(E0, 0, mmu, np.pi)
assert close(back, alpha**2/(1 + 2*E0/mmu)**2/(2*mmu**2), 1e-6)
assert close(sigma_definition(E0, 0, mmu, np.pi, kappa=0.7), 1.7**2*back, 1e-9)
assert sigma_definition(E0, 0, mmu, np.pi, kappa=-1.0) < 1e-20*back
# error of dropping m is quadratic in m
dm = [sigma_definition(E0, m, mmu, th0)/sigma_definition(E0, 0, mmu, th0) - 1 for m in (4.0, 2.0)]
assert abs(dm[0]/dm[1] - 4) < 0.02
# static Coulomb Born cross section; screening removed by Richardson extrapolation
ft = [quad(lambda x: np.exp(-lam*x), 0, np.inf, weight='sin', wvar=1.0)[0] for lam in (0.05, 0.025)]
ft0 = (4*ft[1] - ft[0])/3
for E, m, th in [(200, 0, 1.0), (90, 50, 2.4), (1.0, me, 3.0)]:
    kk = np.sqrt(E*E - m*m)
    J = current(np.array([E, 0, 0, kk]), np.array([E, kk*np.sin(th), 0, kk*np.cos(th)]), m, gam)
    V = 4*np.pi*alpha*ft0/(2*kk*kk*(1 - np.cos(th)))
    assert close(tensor(J)[0, 0].real*V*V/(16*np.pi**2), mott(E, m, th), 1e-5)
T = 1e-4*me
assert close(mott(me + T, me, 1.3), (alpha/(4*T*np.sin(0.65)**2))**2, 3e-4)   # Rutherford
# approach to Mott as 1/M, with and without lepton mass
d = [sigma_definition(90, 50, M, 2.4)/mott(90, 50, 2.4) - 1 for M in (2e4, 2e5)]
assert abs(d[1]) < 2e-3 and abs(d[0]/d[1] - 10) < 0.2
assert abs((1 - sigma_definition(E0, 0, 1e5, th0)/mott(E0, 0, th0))*1e5/(2*E0*0.25) - 1) < 3e-3
x, y = sp.symbols('x y', positive=True)   # x = E/M, y = s^2
ser = sp.series((1 + 2*x*x*y*y/((1 - y)*(1 + 2*x*y)))/(1 + 2*x*y), x, 0, 3).removeO()
assert sp.simplify(ser - (1 - 2*x*y + x*x*(4*y*y + 2*y*y/(1 - y)))) == 0
# second-order coefficient from spinors; two values of E/M cancel the cubic term,
# the quartic term leaves about 0.2 per cent at this angle
th2 = 2.5
y2 = np.sin(th2/2)**2
def second_estimate(xv):
    return (sigma_definition(E0, 0, E0/xv, th2)/mott(E0, 0, th2) - 1 + 2*xv*y2)/xv**2
second = 2*second_estimate(0.01) - second_estimate(0.02)
second_series = float(sp.expand(ser).coeff(x, 2).subs(y, y2))
assert close(second, second_series, 5e-3)
# backward energy where spin term equals scalar term
def crossing(M):
    def f(E):
        v = lab_momenta(E, me, M, np.pi)
        return amp2_spinors(*v, me, M)/amp2_spinors(*v, me, M, scalar=True) - 2
    return brentq(f, 2.0, 100.0), np.sqrt(me*M/np.sqrt(2))
cross = {M: crossing(M) for M in (mmu, mpr)}
for M, (ex, est) in cross.items():
    assert abs(ex/est - 1) < 2*est/M

a, r, c2, mag, Q2 = massless_parts(E0, mmu, th0)
sig = sigma_massless(E0, mmu, th0)
print(f"1/alpha = {1/alpha:.6f};  (hbar c)^2 = {to_ub:.6e} MeV^2 ub")
print(f"m_e = {me:.6f} MeV, M_mu = {mmu:.5f} MeV, M_p = {mpr:.4f} MeV")
print(f"Example: e on mu at rest, E = {E0:.0f} MeV, theta = {np.degrees(th0):.0f} deg")
print(f"s^2 = {np.sin(th0/2)**2:.4f}, c^2 = {c2:.4f}, 2Es^2/M = {1/r - 1:.5f}")
print(f"E'/E = {r:.5f}, E' = {r*E0:.3f} MeV, E-E' = {E0*(1 - r):.3f} MeV")
print(f"Q^2 = {Q2:.1f} MeV^2, tau = {Q2/(4*mmu**2):.5f}, tau/(1+tau) = {Q2/(Q2 + 4*mmu**2):.5f}")
print(f"magnetic term = {mag:.5f}, bracket = {c2 + mag:.5f}")
print(f"alpha^2/(4E^2 s^4) = {a:.5e} MeV^-2/sr")
print(f"<|M|^2> from spinors = {amp2_spinors(*lab_momenta(E0, 0, mmu, th0), 0, mmu):.6f} (dimensionless)")
print(f"Dirac target: {sig:.5e} MeV^-2/sr = {sig*to_ub:.5f} ub/sr")
print(f"same from spinors + smeared delta: {sigma_definition(E0, 0, mmu, th0)*to_ub:.5f} ub/sr")
print(f"scalar target: {a*r*c2*to_ub:.5f} ub/sr;  Mott: {mott(E0, 0, th0)*to_ub:.5f} ub/sr")
for deg in (60, 180):
    t = np.radians(deg)
    print(f"relative change from m_e at {deg} deg: {sigma_massive(E0, me, mmu, t)/sigma_massless(E0, mmu, t) - 1:.3e}")
teq = brentq(lambda t: massless_parts(E0, mmu, t)[2] - massless_parts(E0, mmu, t)[3], 0.1, 3.1)
print(f"c^2 equals magnetic term at theta = {np.degrees(teq):.2f} deg")
print("theta[deg]  E'/E   c^2   magnetic   Dirac[ub/sr]  Mott m=0[ub/sr]")
for deg in (30, 60, 90, 120, 150, 180):
    t = np.radians(deg)
    a_, r_, c_, m_, _ = massless_parts(E0, mmu, t)
    print(f"{deg:4d}  {r_:.4f}  {c_:.4f}  {m_:.4f}  {a_*r_*(c_ + m_)*to_ub:.5f}  {a_*c_*to_ub:.5f}")
print("M[MeV]  E'/E  magnetic  sigma/Mott  1-2Es^2/M  (60 deg) | sigma/Mott (170 deg)")
for M in (mmu, mpr, 1e4, 1e5):
    _, r_, c_, m_, _ = massless_parts(E0, M, th0)
    t = np.radians(170)
    print(f"{M:9.2f}  {r_:.5f}  {m_:.3e}  {r_*(1 + m_/c_):.5f}  {2 - 1/r_:.5f} | {sigma_massless(E0, M, t)/mott(E0, 0, t):.5f}")
print(f"(E/M)^2 coefficient at theta = {th2} rad: spinors {second:.3f}, series {second_series:.3f}")
for M, (ex, est) in cross.items():
    print(f"backward crossing, M = {M:.2f} MeV: exact {ex:.3f} MeV, estimate E* {est:.3f} MeV")
print(f"m=50, E=90 MeV, theta=2.4 rad: sigma/Mott-1 = {d[0]:.3e} (M=2e4 MeV), {d[1]:.3e} (M=2e5 MeV)")
print(f"mass error at m=4, 2 MeV (60 deg): {dm[0]:.3e}, {dm[1]:.3e}, ratio {dm[0]/dm[1]:.3f}")
print("finished without a failed check")
```

Printed output:

```
1/alpha = 137.035999;  (hbar c)^2 = 3.893794e+08 MeV^2 ub
m_e = 0.510999 MeV, M_mu = 105.65838 MeV, M_p = 938.2721 MeV
Example: e on mu at rest, E = 200 MeV, theta = 60 deg
s^2 = 0.2500, c^2 = 0.7500, 2Es^2/M = 0.94645
E'/E = 0.51376, E' = 102.751 MeV, E-E' = 97.249 MeV
Q^2 = 20550.3 MeV^2, tau = 0.46020, tau/(1+tau) = 0.31516
magnetic term = 0.23010, bracket = 0.98010
alpha^2/(4E^2 s^4) = 5.32514e-09 MeV^-2/sr
<|M|^2> from spinors = 0.071636 (dimensionless)
Dirac target: 2.68139e-09 MeV^-2/sr = 1.04408 ub/sr
same from spinors + smeared delta: 1.04408 ub/sr
scalar target: 0.79896 ub/sr;  Mott: 1.55512 ub/sr
relative change from m_e at 60 deg: 7.941e-06
relative change from m_e at 180 deg: -3.569e-05
c^2 equals magnetic term at theta = 84.84 deg
theta[deg]  E'/E   c^2   magnetic   Dirac[ub/sr]  Mott m=0[ub/sr]
  30  0.7977  0.9330  0.0257  22.08545  26.94550
  60  0.5138  0.7500  0.2301  1.04408  1.55512
  90  0.3457  0.5000  0.6193  0.20056  0.25919
 120  0.2605  0.2500  1.0499  0.07800  0.05760
 150  0.2206  0.0670  1.3764  0.04741  0.00997
 180  0.2090  0.0000  1.4974  0.04055  0.00000
M[MeV]  E'/E  magnetic  sigma/Mott  1-2Es^2/M  (60 deg) | sigma/Mott (170 deg)
   105.66  0.51376  2.301e-01  0.67138  0.05355 | 41.26800
   938.27  0.90369  5.133e-03  0.90987  0.89342 | 6.52052
 10000.00  0.99010  4.950e-05  0.99016  0.99000 | 1.05777
100000.00  0.99900  4.995e-07  0.99900  0.99900 | 0.99708
(E/M)^2 coefficient at theta = 2.5 rad: spinors 19.526, series 19.558
backward crossing, M = 105.66 MeV: exact 6.584 MeV, estimate E* 6.179 MeV
backward crossing, M = 938.27 MeV: exact 18.788 MeV, estimate E* 18.413 MeV
m=50, E=90 MeV, theta=2.4 rad: sigma/Mott-1 = -1.740e-03 (M=2e4 MeV), -1.773e-04 (M=2e5 MeV)
mass error at m=4, 2 MeV (60 deg): 4.870e-04, 1.217e-04, ratio 4.002
finished without a failed check
```
